\section*{Mean Inner Potential of Silicon from Forward Atomic Scattering Factors}

\section*{The problem}

An electron hologram compares a wave that has crossed a crystal with one that has passed through vacuum. The phase difference measures the crystal's mean inner potential $V_0$: the electrostatic potential averaged over a unit cell deep inside the crystal, with zero in the vacuum outside. This question relates $V_0$ to atomic scattering, evaluates it for silicon built from neutral atoms, and examines what redistribution of the electrons does to it.

Throughout, $e>0$, $m$ is the electron rest mass, $\Omega$ is the volume of the unit cell, and $n(\mathbf r)$ is an electron number density. The second moment of an atom's electron cloud, summed over all its electrons, is
\[
M=\int r^2 n(\mathbf r)\,d^3r ,
\]
with the nucleus at the origin. The atoms are neutral and spherically averaged unless stated otherwise.

\section*{Part (a): phase, potential and scattering}

\textbf{Question.} Find the phase gained by a fast electron in a weak potential $V$. Then express $V_0$ for a superposition of neutral atoms through their forward scattering amplitudes in the first Born approximation.

\textbf{Answer.} Let the electron have total relativistic energy $E$ and momentum $p$ in vacuum. In the crystal its potential energy is $-eV$, so its local momentum $p'$ obeys
\[
p'^2c^2=(E+eV)^2-m^2c^4 .
\]
Subtracting $p^2c^2=E^2-m^2c^4$ and keeping first order in $V$ gives $2p\,\delta p\,c^2=2EeV$. Since the velocity is $v=pc^2/E$,
\[
\delta p=\frac{EeV}{pc^2}=\frac{eV}{v},\qquad
\Delta\phi=\frac1\hbar\int\delta p\,dz=\frac{e}{\hbar v}\int V\,dz .
\]
This holds when $eV$ is small compared with the kinetic energy and the beam is not strongly diffracted. Adding a thickness $t$ of crystal adds a phase $eV_0t/(\hbar v)$. The slope of phase against thickness therefore gives $V_0$, free of the fixed contribution of the two surface regions.

Now let atom $j$ produce the potential $\varphi_j$. The first-Born amplitude for potential energy $U=-e\varphi_j$ is
\begin{equation}
f_j(\mathbf q)=-\frac{m}{2\pi\hbar^2}\int U e^{-i\mathbf q\cdot\mathbf r}d^3r
=\frac{me}{2\pi\hbar^2}\int\varphi_j e^{-i\mathbf q\cdot\mathbf r}d^3r .
\label{born}
\end{equation}
At $\mathbf q=0$ it is proportional to the volume integral of the potential. The potential of a neutral spherical atom dies off with its electron cloud, so the lattice sum converges absolutely. Averaging over one cell the contributions from all lattice translations of an atom is the same as integrating one atomic potential over all space and dividing by $\Omega$. Hence
\begin{equation}
V_0=\frac1\Omega\sum_{j\in\text{cell}}\int\varphi_j\,d^3r
=\frac{2\pi\hbar^2}{me\Omega}\sum_j f_j(0)
=\frac{h^2}{2\pi me\Omega}\sum_j f_j(0),
\label{v0f}
\end{equation}
where the last step uses $\hbar^2=h^2/4\pi^2$.

The amplitude here is defined with the rest mass. If an amplitude has been multiplied by the relativistic factor $\gamma$ of the beam, that factor must be divided out, because $V_0$ belongs to the target. The relation also needs the Born amplitude: the full scattering amplitude contains higher powers of $\varphi_j$ and is not proportional to its integral.

\section*{Part (b): the size of the electron cloud}

\textbf{Question.} Express $f(0)$ through $M$. Obtain the result again as a limit of scattering at finite $q$, and say what happens for an ion.

\textbf{Answer.} Use $\nabla^2r^2=6$ and integrate by parts twice:
\[
\int\varphi\,d^3r=\frac16\int\varphi\,\nabla^2r^2\,d^3r
=\frac16\int r^2\nabla^2\varphi\,d^3r .
\]
The boundary terms vanish at infinity because $\varphi$ decays rapidly. On a small sphere around the nucleus, where $\varphi\propto1/r$, they scale as $r^2$ and vanish too. Poisson's equation, $\nabla^2\varphi=-\rho/\varepsilon_0$, then gives
\begin{equation}
\int\varphi\,d^3r=-\frac1{6\varepsilon_0}\int r^2\rho\,d^3r
=\frac{eM}{6\varepsilon_0}.
\label{moment}
\end{equation}
The nucleus sits at $r=0$ and contributes nothing; the electrons have $\rho=-en$, which makes the result positive. Inserting this in (\ref{born}), with $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$,
\begin{equation}
f(0)=\frac{me}{2\pi\hbar^2}\,\frac{eM}{6\varepsilon_0}
=\frac{me^2}{12\pi\varepsilon_0\hbar^2}M=\frac{M}{3a_0},
\qquad
V_0=\frac{e}{6\varepsilon_0\Omega}\sum_jM_j .
\label{f0}
\end{equation}

For finite $q$, the Fourier transform of Poisson's equation is $q^2\tilde\varphi=e(Z-F)/\varepsilon_0$, where $F(q)$ is the transform of $n$, the X-ray form factor. Equation (\ref{born}) becomes
\[
f(q)=\frac{me^2}{2\pi\varepsilon_0\hbar^2}\frac{Z-F(q)}{q^2}
=\frac{2[Z-F(q)]}{a_0q^2}.
\]
For a spherical cloud, $F=\int n\,[\sin(qr)/(qr)]\,d^3r$. Expanding the sine,
\[
F=Z-\frac{q^2}{6}M+\frac{q^4}{120}\int r^4n\,d^3r-\cdots,
\quad
f=\frac{M}{3a_0}-\frac{q^2}{60a_0}\int r^4n\,d^3r+\cdots .
\]
The leading term agrees with (\ref{f0}). For an ion with $N\ne Z$ electrons, $F(0)=N$ and $f$ diverges as $2(Z-N)/(a_0q^2)$. The separate ionic integrals then do not exist, and an ionic crystal must be grouped into neutral units. Neutrality alone does not fix the answer: the units must also have no dipole moment and must build up the actual surfaces of the crystal, because different neutral groupings can correspond to different surfaces and give different $V_0$.

Hydrogen gives a simple case. With $n=e^{-2r/a_0}/(\pi a_0^3)$,
\[
M=\frac4{a_0^3}\int_0^\infty r^4e^{-2r/a_0}dr
=\frac4{a_0^3}\,4!\left(\frac{a_0}{2}\right)^5=3a_0^2,
\]
so $f(0)=a_0$.

\section*{Part (c): neutral-atom silicon}

\textbf{Question.} The cubic cell of silicon has edge $a=5.4310$~\AA\ and holds eight atoms. A restricted open-shell Hartree--Fock calculation of the free triplet atom in the aug-cc-pVQZ basis gives $M=9.039$~\AA$^2$. Find $f(0)$ and $V_0$, and comment on the accuracy.

\textbf{Answer.} With $a_0=0.52918$~\AA,
\[
f(0)=\frac{9.039}{3\times0.52918}\ \text{\AA}=5.694\ \text{\AA}.
\]
The cell volume is $\Omega=160.19$~\AA$^3$ and $h^2/(2\pi me)=47.878$~V\,\AA$^2$. Equation (\ref{v0f}) gives
\[
V_0=\frac{47.878\times8\times5.694}{160.19}\ \text{V}=13.6\ \text{V}.
\]

The smaller aug-cc-pVTZ basis gives a second moment larger by 0.25\%, and so a $V_0$ larger by 0.25\%, or about 0.03~V. This is a measure of basis sensitivity alone. A large uncontracted basis near the Hartree--Fock limit gives $M=9.033$~\AA$^2$ and $f(0)=5.690$~\AA, so the fourth digit above is not converged, while $V_0$ stays at 13.6~V. The calculation leaves out electron correlation and relativity. Valence coupled-cluster (CCSD) correlation in aug-cc-pVTZ lowers $M$ by about 1.3\% from the restricted open-shell value in that basis, or about 0.18~V in $V_0$; scalar relativity lowers it by about 0.15\%, or 0.02~V. Because $r^2$ weights the outer part of the cloud, the result depends on the valence tail, which is also the part that a solid alters. The 13.6~V is therefore the value for superposed free atoms, not a prediction for the real crystal.

For fixed atoms $V_0\propto1/\Omega$: it vanishes as the atoms are drawn far apart. In a real crystal, compression also changes the electron clouds, so this scaling belongs to the superposition model.

\section*{Part (d): where the zero of potential enters}

\textbf{Question.} Why can the periodic charge density of an infinite crystal not fix $V_0$? For a slab of identical, equally spaced atomic layers, separate $V_0$ into a surface step and a cell contribution. Evaluate the parts for (001) and (110) silicon slabs.

\textbf{Answer.} Adding a constant to the potential leaves Poisson's equation unchanged, so the density of the infinite crystal leaves the mean undetermined. The vacuum supplies the missing reference.

Let $\bar\rho(z)$ and $V(z)$ be averages over planes parallel to the slab. With $V=V'=0$ in the vacuum, integrating $V''=-\bar\rho/\varepsilon_0$ inward gives
\begin{equation}
V(z)=-\frac1{\varepsilon_0}\int_z^\infty(z'-z)\bar\rho(z')\,dz'.
\label{slab}
\end{equation}
Differentiation confirms it: $V'=\varepsilon_0^{-1}\int_z^\infty\bar\rho\,dz'$, whose derivative is $-\bar\rho/\varepsilon_0$.

Choose a cell of thickness $d$, the layer spacing, centred on a layer deep inside. Its boundaries lie midway between layers, where $V'=0$ by symmetry; let $V_b$ be the potential there. Two integrations by parts give
\begin{align*}
\int_{-d/2}^{d/2}(V-V_b)\,dz
&=\big[z(V-V_b)\big]_{-d/2}^{d/2}-\int_{-d/2}^{d/2}zV'\,dz\\
&=-\Big[\tfrac12z^2V'\Big]_{-d/2}^{d/2}
+\frac12\int_{-d/2}^{d/2}z^2V''\,dz .
\end{align*}
Both brackets vanish. Dividing by $d$ and using Poisson's equation,
\begin{equation}
V_0=V_b-\frac1{2\varepsilon_0d}\int_{-d/2}^{d/2}z^2\bar\rho\,dz .
\label{split}
\end{equation}
The second term is the contribution of the electrons within a cell. The first is the step between the vacuum and a cell boundary. In (\ref{slab}), complete interior cells contribute nothing to $V_b$, being neutral and without dipole. The step comes from the outer region, where electron tails extend beyond the last nuclei and are not matched by tails from further layers.

Integrating (\ref{slab}) numerically for 31 layers of the Hartree--Fock atoms gives:

\begin{center}
\begin{tabular}{lcccc}
Face & $d$ (\AA) & $V_b$ (V) & Cell term (V) & $V_0$ (V)\\
(001) & 1.358 & 9.5 & 4.1 & 13.6\\
(110) & 1.920 & 6.9 & 6.7 & 13.6
\end{tabular}
\end{center}

The parts differ but the sum does not. The reason is that each layer has $8d/\Omega$ atoms per unit area. Summing the layer potentials and averaging over $d$ gives $(8d/\Omega)(1/d)\int\varphi\,d^3r$, in which $d$ cancels. For neutral, undistorted atoms $V_0$ is thus independent of the face, while its division into ``bulk'' and ``surface'' depends on the chosen cell. Even this model, with no surface rearrangement, has a large surface step.

\section*{Part (e): contraction and bonding}

\textbf{Question.} How does $V_0$ respond to a uniform contraction of the atomic clouds? Must bond formation lower $V_0$? Use two equal Gaussian orbitals to compare an electron-pair bond with the overlap of two filled shells.

\textbf{Answer.} Replace $n(\mathbf r)$ by $s^{-3}n(\mathbf r/s)$, which keeps the number of electrons. Substituting $\mathbf r=s\mathbf x$ gives
\[
M_s=\int s^2x^2n(\mathbf x)\,d^3x=s^2M .
\]
By (\ref{f0}), $V_0$ is multiplied by $s^2$. For $s=0.95$ silicon falls from 13.6~V to 12.3~V. Physically, electrons closer to the nuclei screen them at shorter range, so less positive potential is left between the nucleus and the outer edge of the atom. A five per cent contraction is an illustration, not a model of the silicon bond.

For bonding, let normalized spherical ($s$-type) Gaussian orbitals $A$ and $B$ of equal width be centred at distances $c$ on either side of a midpoint. Let $w^2$ be the mean square radius of each about its own centre and $S=\langle A|B\rangle$. About the midpoint,
\[
\langle A|r^2|A\rangle=\langle B|r^2|B\rangle=w^2+c^2,\qquad
\langle A|r^2|B\rangle=Sw^2 .
\]
The second result follows because the product of two equal Gaussians is $S$ times a normalized Gaussian density of the same width at the midpoint. For the normalized combinations $(A\pm B)/\sqrt{2(1\pm S)}$,
\[
\langle r^2\rangle_\pm=\frac{w^2+c^2\pm Sw^2}{1\pm S}
=w^2+\frac{c^2}{1\pm S}.
\]
Two separate electrons, one in each orbital, have total moment $2(w^2+c^2)$. Pairing them in the bonding combination changes it by
\[
\delta M_{\rm pair}=2c^2\left(\frac1{1+S}-1\right)=-\frac{2c^2S}{1+S}<0 .
\]
With both orbitals doubly occupied, four electrons fill both combinations, and
\[
\delta M_{\rm filled}=2c^2\left(\frac1{1+S}+\frac1{1-S}-2\right)
=\frac{4c^2S^2}{1-S^2}>0 .
\]
Here $0<S<1$ and the orbital shapes are held fixed. The formulas are for $s$ orbitals; for $p$ Gaussians directed along the bond, $\langle A|r^2|B\rangle\ne Sw^2$ and the magnitudes differ. In this model a pair bond draws charge towards the midpoint and lowers the second moment; overlap of filled shells pushes charge outward and raises it. A solid contains both tendencies, as well as changes of orbital shape, so bonding does not lower $V_0$ by necessity. The sign has to be found for the material.

\section*{Part (f): an estimate for the silicon bond}

\textbf{Question.} Derive the shift of $V_0$ caused by a neutral, inversion-symmetric redistribution at every Si--Si bond. Estimate it from disilane, Si$_2$H$_6$, using the following Hartree--Fock data in the def2-TZVP basis. The electronic second moment about the bond midpoint is $311.263\,a_0^2$ for the molecule and $312.391\,a_0^2$ for two SiH$_3$ radicals held in the same positions.

\textbf{Answer.} Let one bond change the electron density by $\delta n$, with $\int\delta n\,d^3r=0$. Inversion symmetry removes its dipole, so the second moment does not depend on the origin. A plane of such bonds gives a planar-averaged potential that vanishes on both sides. Integrating by parts as in part (b), now with $d^2z^2/dz^2=2$, the shift is
\[
\Delta V_0=\frac{e}{2\varepsilon_0\Omega}\sum_{\text{bonds}}
\int z^2\delta n\,d^3r .
\]
Each bond has threefold symmetry about its axis $\mathbf u$, so its second-moment tensor has the form $\alpha\delta_{ij}+\beta u_iu_j$. Silicon has equal numbers of bonds along the four cube diagonals, for which the average of $u_iu_j$ is $\delta_{ij}/3$. The average of the $zz$ component is therefore one third of the trace $\delta M=\int r^2\delta n\,d^3r$. Eight atoms with four bonds each, every bond shared by two atoms, make 16 bonds per cell:
\begin{equation}
\Delta V_0=\frac{16e\,\delta M}{6\varepsilon_0\Omega}.
\label{bond}
\end{equation}

The molecule was given the crystal's Si--Si distance, 2.352~\AA, tetrahedral angles, a staggered arrangement and a chosen Si--H length of 1.48~\AA. The radicals were computed with the basis functions of the whole molecule, so that both sides of the small difference use the same functions. The nuclei do not move and their moments cancel. Thus
\[
\delta M=(311.263-312.391)a_0^2=-1.128\,a_0^2=-0.316\ \text{\AA}^2 .
\]
With $e/(6\varepsilon_0)=30.16$~V\,\AA,
\[
\Delta V_0=\frac{30.16\times16\times(-0.316)}{160.19}\ \text{V}
\approx-0.95\ \text{V}.
\]

Joining the two radicals draws electrons inward, and at the Hartree--Fock level the corresponding shift is about one volt downward. Bases with diffuse functions (def2-TZVPD, aug-cc-pVDZ) give $\delta M=-1.11$ to $-1.12\,a_0^2$, about $-0.94$~V. The method matters more: the PBE density functional in def2-TZVP gives about $-1.8\,a_0^2$, or $-1.5$~V. The sign is the same in all these settings, but the size is uncertain by about half a volt. The sign is that of the pair-bond model in part (e), but this agreement does not identify the cause. That model changes only the moment along the bond axis, whereas the Hartree--Fock change is nearly isotropic: $-0.39\,a_0^2$ along the axis and $-0.74\,a_0^2$ in the two transverse directions together. Besides the pairing of two electrons, the filled orbitals of the two radicals overlap, which tends to push charge outward, and all the orbitals change shape. The calculation gives only the sum of these effects.

The estimate should not be subtracted from 13.6~V to predict the crystal. An SiH$_3$ radical is not a free silicon atom: its silicon is already bonded to three hydrogens. Equation (\ref{bond}) also assumes that bonds are additive and that the slab contains complete bond units. Cut bonds at a surface add a further step.

A comparison with free atoms includes all the bonds of the molecule. Subtracting the nuclear moment, $\sum_IZ_IR_I^2=239.7\,a_0^2$, from the electronic one leaves $71.6\,a_0^2$. In the same basis the free atoms give
\[
(2\times32.14+6\times2.99)a_0^2=82.2\,a_0^2 .
\]
The molecular value is 13\% lower (12.9 to 13.5\% over three Hartree--Fock bases, about 15\% with PBE). The molecule is not spherical, and its quadrupole potential falls only as $1/r^3$, but that potential averages to zero over any large sphere about the midpoint. The boundary terms in the argument of (\ref{moment}) therefore still vanish if the integral is taken over such a sphere, and the volume integral of the potential over a sphere is 13\% lower too. The integral is only conditionally convergent: over a slab-shaped region it depends on the orientation of the molecule. This supports the direction of the effect in a silicon compound, but it includes Si--H bonds and is not a percentage for crystalline silicon.

\section*{Part (g): surfaces and band alignment}

\textbf{Question.} At a surface, $\nu$ electrons per unit area move outward by a distance $s$. Find the change in $V_0$, and evaluate it for 0.05 electron per atom of a (001) layer moved by 1~\AA. When does a surface lower $V_0$, and what does this imply for a Schottky barrier?

\textbf{Answer.} The change in charge density is
\[
\delta\bar\rho=-e\nu[\delta(z-z_1-s)-\delta(z-z_1)].
\]
Inserting it in (\ref{slab}) for a point $z$ inside the slab,
\begin{equation}
\Delta V_0=\frac{e\nu}{\varepsilon_0}\big[(z_1+s-z)-(z_1-z)\big]
=\frac{e\nu s}{\varepsilon_0}.
\label{surface}
\end{equation}
Negative charge outside and positive charge inside raise the interior potential. Both faces of the slab are taken to change alike, so that the vacuum level is the same on both sides.

A (001) layer has two atoms per area $a^2$. Hence $\nu=0.10/(5.431\ \text{\AA})^2=0.00339$~\AA$^{-2}$, and with $e/\varepsilon_0=6\times30.16=181.0$~V\,\AA,
\[
\Delta V_0=181.0\times0.00339\times1\ \text{V}=+0.61\ \text{V}.
\]
The same displacement inward gives $-0.61$~V. For a given interior, a surface therefore lowers $V_0$ if its net rearrangement, relative to superposed atoms, moves electrons inward. This happens, for example, if charge leaves the protruding parts of the surface atoms and fills the hollows between them. An adsorbed layer that draws electrons outward has the opposite effect. A measured $V_0$ thus belongs to a crystal with particular surfaces.

The work function $W$ shows the same dependence. If the Fermi level lies $\mu$ above the mean interior potential energy $-eV_0$, then
\[
W=0-(-eV_0+\mu)=eV_0-\mu .
\]
With the bulk unchanged, $\mu$ is fixed, and a surface dipole changes $W$ by $e\Delta V_0$.

At a contact between crystals 1 and 2, superposed neutral atoms would give a step $V_0^{(1)}-V_0^{(2)}$ in mean potential, because the short-ranged atomic potentials leave each interior at its own value. Charge rearrangement at the contact adds a dipole step of its own. It need not equal the difference of the two free-surface steps, since those surfaces no longer exist. Mean inner potentials measured against vacuum therefore do not by themselves determine a Schottky barrier: what is needed is the full step in mean potential across the contact, together with the metal's Fermi level and the semiconductor's band edge, each level taken relative to the mean potential of its own bulk.
